# Silicon-hydrogen stretch anharmonicity from an isotope pair, and its error amplification: a numerical check

```python
# Result under test: a hydride and a deuteride in one common potential have
#   nu_H = w - 2 x,   nu_D = rho w - 2 rho^2 x,   rho = sqrt(mu_H/mu_D),
# so x = (nu_D - rho nu_H) / (2 rho (1-rho)) and w = nu_H + 2 x.
# nu: fundamental, w: harmonic wavenumber, x: anharmonicity (all cm^-1,
# w and x for the hydride); mu: reduced mass (u); q: bond stretch (angstrom).
# Independent road: grid diagonalization of the Schroedinger equation.
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh

per_cm = sc.h * sc.c * 100.0                      # energy of 1 cm^-1 in J
kinetic = sc.hbar**2 / (2 * sc.atomic_mass * 1e-20) / per_cm  # cm^-1 u A^2
pc = sc.physical_constants
m_e = pc['electron mass in u'][0]
m_H = pc['proton mass in u'][0] + m_e
m_D = pc['deuteron mass in u'][0] + m_e
m_Si = 27.9769265                                 # silicon-28, input
m_Si_natural = 28.085                             # natural average, input
nu_H, nu_D = 2084.0, 1515.0                       # input lines


def reduced(m, M):
    return m * M / (m + M)


def infer(line_H, line_D, ratio):
    x = (line_D - ratio * line_H) / (2 * ratio * (1 - ratio))
    return line_H + 2 * x, x


mu_H, mu_D = reduced(m_H, m_Si), reduced(m_D, m_Si)
rho = np.sqrt(mu_H / mu_D)
w, x = infer(nu_H, nu_D, rho)
remainder = nu_D - rho * nu_H

# Sinc grid for the stretch coordinate
q = np.linspace(-0.9, 1.9, 221)
step = q[1] - q[0]
diff = np.subtract.outer(np.arange(q.size), np.arange(q.size))
safe = np.where(diff == 0, 1, diff)
second = np.where(diff == 0, np.pi**2 / 3, 2.0 * (-1.0)**diff / safe**2)


def solve(potential, mass):
    ham = kinetic / mass * second / step**2 + np.diag(potential)
    return np.linalg.eigh(ham)


def morse(w_in, x_in):
    depth = w_in**2 / (4 * x_in)
    a = np.sqrt(x_in * mu_H / kinetic)
    return depth * (1 - np.exp(-a * q))**2


def lines(potential):
    out = []
    for mass in (mu_H, mu_D):
        E = solve(potential, mass)[0]
        out.append(E[1] - E[0])
    return np.array(out)


# Test 1: the inferred well must return both lines and the overtone
E_H, vec_H = solve(morse(w, x), mu_H)
E_D, vec_D = solve(morse(w, x), mu_D)
grid_H, grid_D = E_H[1] - E_H[0], E_D[1] - E_D[0]
overtone = E_H[2] - E_H[0]
assert abs(grid_H - nu_H) < 1e-3 and abs(grid_D - nu_D) < 1e-3
assert abs((grid_H - overtone / 2) - x) < 1e-3

# Test 2: a non-Morse (Kratzer) well; third-order terms leave a few percent
r_e = 1.5
kratzer = w**2 * mu_H / (4 * kinetic) * r_e**2 * (q / (r_e + q))**2
E_K = solve(kratzer, mu_H)[0]
x_K_overtone = (E_K[1] - E_K[0]) - (E_K[2] - E_K[0]) / 2
x_K_isotope = infer(*lines(kratzer), rho)[1]
assert abs(x_K_isotope / x_K_overtone - 1) < 0.04

# Test 3: error coefficients from a numerical Jacobian of the eigenvalues
c_D = 1 / (2 * rho * (1 - rho))
c_H = -1 / (2 * (1 - rho))
d = 0.5
jac = np.column_stack([
    (lines(morse(w + d, x)) - lines(morse(w - d, x))) / (2 * d),
    (lines(morse(w, x + d)) - lines(morse(w, x - d))) / (2 * d)])
inverse = np.linalg.inv(jac)
assert np.allclose(inverse[1], [c_H, c_D], rtol=1e-4)
sigma_x = np.hypot(c_H, c_D)                      # for 1 cm^-1 in each line
sigma_w = np.hypot(*inverse[0])
rel_H, rel_D = c_H * nu_H / x, c_D * nu_D / x
scale_change = infer(1.01 * nu_H, 1.01 * nu_D, rho)[1] / x - 1
offset_change = infer(nu_H + 1, nu_D + 1, rho)[1] - x
assert abs(scale_change - 0.01) < 1e-9
assert abs(offset_change - 1 / (2 * rho)) < 1e-9

# Test 4: sensitivity to the mass ratio
slope = -(nu_H + 2 * x * (1 - 2 * rho)) / (2 * rho * (1 - rho))
t = 1e-5
numeric = (infer(nu_H, nu_D, rho + t)[1] - infer(nu_H, nu_D, rho - t)[1])
assert abs(numeric / (2 * t) / slope - 1) < 1e-5
rho_nat = np.sqrt(reduced(m_H, m_Si_natural) / reduced(m_D, m_Si_natural))
rho_rigid = np.sqrt(m_H / m_D)
x_nat = infer(nu_H, nu_D, rho_nat)[1]
x_rigid = infer(nu_H, nu_D, rho_rigid)[1]


def bias(shift_H, shift_D):
    """Change of inferred x caused by neglected shifts of the two lines."""
    return infer(nu_H + shift_H, nu_D + shift_D, rho)[1] - x


# Neglected effect A: silicon tied to the lattice by a spring
nu_tether = 350.0
k_bond = mu_H * w**2                              # u cm^-2


def tether_shift(m):
    K = np.array([[k_bond, -k_bond],
                  [-k_bond, k_bond + m_Si * nu_tether**2]])
    top = np.sqrt(eigh(K, np.diag([m, m_Si]), eigvals_only=True)[-1])
    free = np.sqrt(k_bond / reduced(m, m_Si))
    estimate = nu_tether**2 * m / (m + m_Si) / (2 * free)
    assert abs(top - free - estimate) < 0.10 * estimate  # next order ~5%
    return top - free


tether_H, tether_D = tether_shift(m_H), tether_shift(m_D)
bias_tether = bias(tether_H, tether_D)

# Neglected effect B: two bends, force constant falling as exp(-g q)
bend_H, g, temperature = 630.0, 1.0, 300.0
bend_D = bend_H * np.sqrt(m_H / m_D)


def bend_shift(E, vec, bend):
    ns, nb = 8, 14
    n = np.arange(nb)
    off = np.sqrt((n[:-2] + 1) * (n[:-2] + 2)) / 2
    Y2 = np.diag(n + 0.5) + np.diag(off, 2) + np.diag(off, -2)
    fall = vec[:, :ns].T @ (np.exp(-g * q)[:, None] * vec[:, :ns])
    ham = (np.kron(np.diag(E[:ns]), np.eye(nb))
           + np.kron(np.eye(ns), np.diag(bend * (n + 0.5)))
           + bend / 2 * np.kron(fall - np.eye(ns), Y2))
    val, states = np.linalg.eigh(ham)
    ground = val[np.argmax(states[0]**2)]
    excited = val[np.argmax(states[nb]**2)]
    exact = excited - ground - (E[1] - E[0])
    first_order = bend / 4 * (fall[1, 1] - fall[0, 0])
    # second order in the coupling is left out of the estimate
    assert abs(exact - first_order) < 0.25 * abs(first_order)
    return exact


one_H = bend_shift(E_H, vec_H, bend_H)
one_D = bend_shift(E_D, vec_D, bend_D)
bias_bend = bias(2 * one_H, 2 * one_D)
assert bias_bend > 0


def occupation(nu):
    return 1 / np.expm1(nu * per_cm / (sc.k * temperature))


warm_H = 4 * one_H * occupation(bend_H)
warm_D = 4 * one_D * occupation(bend_D)
bias_warm = bias(warm_H, warm_D)

# Neglected effect C: dipole coupling in a full triangular layer
site, charge = 3.84, 0.1                          # angstrom, units of e


def lattice_sum(R):
    i = np.arange(-200, 201)
    A, B = np.meshgrid(i, i)
    r2 = (A * A + A * B + B * B).astype(float)
    keep = (r2 > 0) & (r2 <= R * R)
    return np.sum(r2[keep]**-1.5) + 2 * np.pi * 2 / np.sqrt(3) / R


S = lattice_sum(150)
assert abs(S - lattice_sum(75)) < 2e-3
e2 = sc.e**2 / (4 * np.pi * sc.epsilon_0) / per_cm / 1e-10  # cm^-1 A
coupling = charge**2 * e2 * S / site**3           # cm^-1 per A^2
dip_H = coupling * (vec_H[:, 0] @ (q * vec_H[:, 1]))**2
dip_D = coupling * (vec_D[:, 0] @ (q * vec_D[:, 1]))**2
assert abs(dip_H / (coupling * kinetic / (mu_H * w)) - 1) < 0.05
bias_full = bias(dip_H, dip_D)
bias_dilute = bias(dip_H, 0.0) - bias_full        # D layer dilute instead
assert abs(bias_full) < 0.2 < abs(bias_dilute)


def show(label, value, digits, unit):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Input hydride line", nu_H, 0, "cm^-1")
show("Input deuteride line", nu_D, 0, "cm^-1")
show("Mass H", m_H, 5, "u")
show("Mass D", m_D, 5, "u")
show("Mass Si-28", m_Si, 5, "u")
show("Reduced mass SiH", mu_H, 5, "u")
show("Reduced mass SiD", mu_D, 5, "u")
show("rho", rho, 5, "(no unit)")
show("rho * nu_H", rho * nu_H, 2, "cm^-1")
show("Remainder nu_D - rho nu_H", remainder, 2, "cm^-1")
show("Denominator 2 rho (1-rho)", 2 * rho * (1 - rho), 5, "(no unit)")
show("Anharmonicity x, hydride", x, 2, "cm^-1")
show("Anharmonicity, deuteride", rho**2 * x, 2, "cm^-1")
show("Harmonic w, hydride", w, 1, "cm^-1")
show("Harmonic wavenumber, deuteride", rho * w, 1, "cm^-1")
show("Morse depth", w**2 / (4 * x) * per_cm / sc.e, 2, "eV")
show("Grid hydride line", grid_H, 3, "cm^-1")
show("Grid deuteride line", grid_D, 3, "cm^-1")
show("Grid hydride overtone 0-2", overtone, 2, "cm^-1")
show("Kratzer x from isotopes", x_K_isotope, 2, "cm^-1")
show("Kratzer x from overtone", x_K_overtone, 2, "cm^-1")
show("dx/dnu_H", c_H, 3, "(no unit)")
show("dx/dnu_D", c_D, 3, "(no unit)")
show("x error, independent 1 cm^-1 errors", sigma_x, 2, "cm^-1")
show("w error, independent 1 cm^-1 errors", sigma_w, 2, "cm^-1")
show("Worst x error, 0.5 cm^-1 rounding", (c_D - c_H) / 2, 2, "cm^-1")
show("Relative coefficient, H line", rel_H, 1, "(no unit)")
show("Relative coefficient, D line", rel_D, 1, "(no unit)")
show("x change, common 1% scale error", 100 * scale_change, 2, "%")
show("x change, common 1 cm^-1 offset", offset_change, 3, "cm^-1")
show("Overtone-method x error, 1 cm^-1", np.hypot(1, 0.5), 2, "cm^-1")
show("x change for rho + 0.001", slope * 0.001, 2, "cm^-1")
show("x with natural mean Si mass", x_nat, 2, "cm^-1")
show("rho with immovable Si", rho_rigid, 5, "(no unit)")
show("x with immovable Si", x_rigid, 2, "cm^-1")
show("Tether wavenumber, rough input", nu_tether, 0, "cm^-1")
show("Tether shift H", tether_H, 2, "cm^-1")
show("Tether shift D", tether_D, 2, "cm^-1")
show("Tether bias of x", bias_tether, 2, "cm^-1")
show("Bend H, rough input", bend_H, 0, "cm^-1")
show("Bend D, scaled", bend_D, 1, "cm^-1")
show("Bend softening g, chosen", g, 1, "per angstrom")
show("Two-bend zero-point shift H", 2 * one_H, 2, "cm^-1")
show("Two-bend zero-point shift D", 2 * one_D, 2, "cm^-1")
show("Bend zero-point bias of x", bias_bend, 2, "cm^-1")
show("Temperature", temperature, 0, "K")
show("Thermal bend shift H", warm_H, 2, "cm^-1")
show("Thermal bend shift D", warm_D, 2, "cm^-1")
show("Thermal bend bias of x", bias_warm, 2, "cm^-1")
show("Site spacing, rough input", site, 2, "angstrom")
show("Dynamic charge, chosen", charge, 1, "e")
show("Triangular lattice sum S a^3", S, 3, "(no unit)")
show("Dipole shift H, full layer", dip_H, 2, "cm^-1")
show("Dipole shift D, full layer", dip_D, 2, "cm^-1")
show("Dipole bias, both layers full", bias_full, 3, "cm^-1")
show("Change of x if D layer is dilute", bias_dilute, 2, "cm^-1")
print("ALL CHECKS PASSED")
```

Printed output:

```
Input hydride line: 2084 cm^-1
Input deuteride line: 1515 cm^-1
Mass H: 1.00783 u
Mass D: 2.01410 u
Mass Si-28: 27.97693 u
Reduced mass SiH: 0.97278 u
Reduced mass SiD: 1.87884 u
rho: 0.71955 (no unit)
rho * nu_H: 1499.55 cm^-1
Remainder nu_D - rho nu_H: 15.45 cm^-1
Denominator 2 rho (1-rho): 0.40359 (no unit)
Anharmonicity x, hydride: 38.29 cm^-1
Anharmonicity, deuteride: 19.82 cm^-1
Harmonic w, hydride: 2160.6 cm^-1
Harmonic wavenumber, deuteride: 1554.6 cm^-1
Morse depth: 3.78 eV
Grid hydride line: 2084.000 cm^-1
Grid deuteride line: 1515.000 cm^-1
Grid hydride overtone 0-2: 4091.43 cm^-1
Kratzer x from isotopes: 22.54 cm^-1
Kratzer x from overtone: 22.14 cm^-1
dx/dnu_H: -1.783 (no unit)
dx/dnu_D: 2.478 (no unit)
x error, independent 1 cm^-1 errors: 3.05 cm^-1
w error, independent 1 cm^-1 errors: 5.58 cm^-1
Worst x error, 0.5 cm^-1 rounding: 2.13 cm^-1
Relative coefficient, H line: -97.0 (no unit)
Relative coefficient, D line: 98.0 (no unit)
x change, common 1% scale error: 1.00 %
x change, common 1 cm^-1 offset: 0.695 cm^-1
Overtone-method x error, 1 cm^-1: 1.12 cm^-1
x change for rho + 0.001: -5.08 cm^-1
x with natural mean Si mass: 38.51 cm^-1
rho with immovable Si: 0.70738 (no unit)
x with immovable Si: 98.61 cm^-1
Tether wavenumber, rough input: 350 cm^-1
Tether shift H: 1.01 cm^-1
Tether shift D: 2.77 cm^-1
Tether bias of x: 5.07 cm^-1
Bend H, rough input: 630 cm^-1
Bend D, scaled: 445.6 cm^-1
Bend softening g, chosen: 1.0 per angstrom
Two-bend zero-point shift H: -8.26 cm^-1
Two-bend zero-point shift D: -4.20 cm^-1
Bend zero-point bias of x: 4.33 cm^-1
Temperature: 300 K
Thermal bend shift H: -0.85 cm^-1
Thermal bend shift D: -1.12 cm^-1
Thermal bend bias of x: -1.27 cm^-1
Site spacing, rough input: 3.84 angstrom
Dynamic charge, chosen: 0.1 e
Triangular lattice sum S a^3: 11.034 (no unit)
Dipole shift H, full layer: 1.85 cm^-1
Dipole shift D, full layer: 1.32 cm^-1
Dipole bias, both layers full: -0.016 cm^-1
Change of x if D layer is dilute: -3.28 cm^-1
ALL CHECKS PASSED
```
